\section*{Ballistic and Combined Mobility of a 10 nm Two-Dimensional Channel}

\section{Problem}

A two-dimensional semiconductor channel of length $L=10$ nm connects a source to a drain. Its carriers have a parabolic band with isotropic mass $m=0.5$ electron masses, are nondegenerate, and are held at $T=300$ K. In a long channel of the same material, scattering gives a diffusive mobility $\mu_d=50$ cm$^2$/Vs. The contacts are ideal reservoirs: each injects a thermal distribution and absorbs every carrier that reaches it.

\begin{enumerate}
\item[(a)] Find the mobility that would be assigned to this channel if no carrier scattered in it. Derive the formula and evaluate it.
\item[(b)] Combine this ballistic mobility with $\mu_d$. Derive the rule of combination and state what it assumes.
\item[(c)] How do the mobility and the conductance change with $L$ when the material and the carrier density are held fixed?
\item[(d)] What happens to the rule in (b) if the scattering length depends on energy? Treat a constant scattering time.
\item[(e)] Estimate the effects of degeneracy, temperature, mass, drain bias, tunnelling and contact resistance, and judge whether the semiclassical picture is adequate.
\end{enumerate}

The algebra uses atomic units, in which $\hbar$, the electron mass and the elementary charge are 1. A bias $V$ is then also an energy. Currents are particle currents per unit width, counted positive from source to drain, so the mobility is positive for either sign of charge.

\section{Solution}

\subsection*{(a) The ballistic mobility}

\textbf{Injection velocity.} Let $x$ point from source to drain. The carriers moving towards the drain have $p_x>0$ and a Boltzmann distribution. Their mean forward velocity is
\begin{equation}
v_T=\frac{\int_0^\infty dp_x\,(p_x/m)\,e^{-p_x^2/(2mkT)}}
{\int_0^\infty dp_x\,e^{-p_x^2/(2mkT)}} .
\end{equation}
The integral over $p_y$ is the same factor above and below, and has been cancelled. The numerator is $(1/m)(mkT)=kT$. The denominator is half a Gaussian integral, $\tfrac12\sqrt{2\pi mkT}=\sqrt{\pi mkT/2}$. Hence
\begin{equation}
v_T=kT\sqrt{\frac{2}{\pi mkT}}=\sqrt{\frac{2kT}{\pi m}} .
\label{vT}
\end{equation}
If the band is anisotropic and the current flows along one of its principal axes, the same cancellation removes the transverse mass, and $m$ in Eq.~(\ref{vT}) is the mass along the current.

\textbf{Current at a given density.} Without scattering, right-movers keep the source distribution and left-movers keep the drain distribution. A bias $V$ lowers the drain Fermi level by $V$, so the density of left-movers is smaller than that of right-movers by a Boltzmann factor:
\begin{equation}
n_-=n_+e^{-V/kT}.
\end{equation}
Both groups have the same mean speed $v_T$ along $x$. The total density and the net current are therefore
\begin{align}
n&=n_+\left(1+e^{-V/kT}\right),\\
J&=v_Tn_+\left(1-e^{-V/kT}\right).
\end{align}
Eliminating $n_+$ gives
\begin{equation}
J=nv_T\,\frac{1-e^{-V/kT}}{1+e^{-V/kT}}
 =nv_T\tanh\frac{V}{2kT}.
\label{tanh}
\end{equation}
The density $n$ is regarded as set by the gate and is held fixed as $V$ changes.

\textbf{Definition of the mobility.} For $V\ll 2kT$ the hyperbolic tangent equals its argument to leading order, and $J=nv_TV/(2kT)$. A conventional analysis writes the current as density times mobility times mean field, $J=n\mu V/L$. Equating the two expressions defines
\begin{equation}
\mu_B=\frac{v_TL}{2kT}
=\frac{L}{2kT}\sqrt{\frac{2kT}{\pi m}}
=\frac{L}{\sqrt{2\pi mkT}} .
\label{muB}
\end{equation}
The last form follows on taking $1/(2kT)$ under the root: $2kT/(4\pi mk^2T^2)=1/(2\pi mkT)$.

This quantity is proportional to $L$ because the ballistic conductance $n\mu_B/L$ does not depend on $L$. It describes the finite rate at which thermal reservoirs supply carriers. No field accelerates carriers against friction in the ballistic channel, so $\mu_B$ is not a property of the material alone.

\textbf{Numbers.} The length is $L=188.973$ and the thermal energy is $kT=9.5004\times10^{-4}$ in atomic units. With $m=0.5$,
\begin{align}
\sqrt{2\pi mkT}&=\sqrt{2.98465\times10^{-3}}=0.054632,\\
\mu_B&=\frac{188.973}{0.054632}=3459 .
\end{align}
One atomic unit of mobility is $0.042544$ cm$^2$/Vs, so
\begin{equation}
\mu_B=3459\times0.042544\ \mathrm{cm^2/Vs}\approx147\ \mathrm{cm^2/Vs}.
\end{equation}
The first form of Eq.~(\ref{muB}) gives the same value in engineering units. The injection velocity is $7.609\times10^6$ cm/s, the length is $10^{-6}$ cm, and $2kT$ divided by the charge is $0.0517$ V; the quotient is again 147 cm$^2$/Vs.

A direct sum over two-dimensional momentum states, with the two Fermi levels separated by $10^{-3}kT$, also gives 147.16 cm$^2$/Vs. It uses neither Eq.~(\ref{vT}) nor Eq.~(\ref{tanh}). Repeated with masses 0.4 along and 0.9 across the current, and with 0.6 and 0.2, the sum agrees with Eq.~(\ref{muB}) when the mass along the current is inserted.

\subsection*{(b) Adding the scattering}

\textbf{Transmission.} Let $J_+$ and $J_-$ be the magnitudes of the currents carried by right- and left-movers. Let $\lambda$ be the backscattering length: in a distance $dx$ a fraction $dx/\lambda$ of each stream is turned into the other. The right-moving stream then obeys
\begin{equation}
\frac{dJ_+}{dx}=-\frac{J_+}{\lambda}+\frac{J_-}{\lambda}
=-\frac{J}{\lambda},\qquad J=J_+-J_- .
\end{equation}
In a steady state $J$ is independent of $x$. Inject carriers from the source alone, so that $J_-(L)=0$ and $J_+(L)=J$. Integration from $0$ to $L$ gives $J_+(0)=J+JL/\lambda$. The transmitted fraction is
\begin{equation}
\mathcal T=\frac{J}{J_+(0)}=\frac{\lambda}{\lambda+L}.
\label{trans}
\end{equation}
A uniform channel looks the same from both ends at low bias, so carriers from the drain have the same $\mathcal T$.

\textbf{Mobility.} In equilibrium each reservoir injects a current $nv_T/2$. A small bias unbalances the two injected currents by the fraction $V/kT$, and a fraction $\mathcal T$ of the difference crosses the channel:
\begin{equation}
J=\mathcal T\,\frac{nv_T}{2}\,\frac{V}{kT}.
\end{equation}
The equilibrium density may be used here because $J$ is already of first order in $V$. Comparison with $J=n\mu V/L$ gives $\mu=\mu_B\mathcal T$.

For $L\gg\lambda$, Eq.~(\ref{trans}) becomes $\mathcal T\to\lambda/L$, and the mobility must approach its long-channel value:
\begin{equation}
\mu_d=\frac{\mu_B\lambda}{L}=\frac{v_T\lambda}{2kT},
\qquad \lambda=L\,\frac{\mu_d}{\mu_B}.
\label{lambda}
\end{equation}
The factor $L$ in $\mu_B$ has cancelled, so $\mu_d$ is independent of length, as it should be. For any $L$,
\begin{equation}
\frac1\mu=\frac{\lambda+L}{\lambda\mu_B}
=\frac1{\mu_B}+\frac{L}{\lambda\mu_B}
=\frac1{\mu_B}+\frac1{\mu_d}.
\label{sum}
\end{equation}
The reciprocals add because the contact-limited and scattering-limited resistances are in series. Equation~(\ref{sum}) assumes low bias, a $\lambda$ independent of energy, and the two-stream transmission (\ref{trans}).

\textbf{Numbers.} The combined mobility is
\begin{equation}
\mu=\frac{147.16\times50}{147.16+50}\ \mathrm{cm^2/Vs}
\approx37\ \mathrm{cm^2/Vs}.
\end{equation}
Equation~(\ref{lambda}) gives $\lambda=10\times50/147.16=3.40$ nm, and hence $\mathcal T=3.40/13.40=0.254$. About one injected carrier in four reaches the far contact. The channel is far from ballistic, although it is only 10 nm long.

The value 50 cm$^2$/Vs must come from a long channel. A mobility extracted from the 10 nm device itself would already contain the ballistic term, and Eq.~(\ref{sum}) would count that term twice.

\textbf{Backscattering length and mean free path.} Suppose that scattering is elastic and sends carriers equally into all directions in the plane, with mean free path $\ell$. At speed $v$ the scattering time is $\ell/v$, and the diffusion coefficient is
\begin{equation}
D=\langle v_x^2\rangle\frac{\ell}{v}=\frac{v^2}{2}\,\frac{\ell}{v}
=\frac{v\ell}{2}.
\end{equation}
In the two-stream description, the mean forward speed is the average of $v\cos\theta$ over a half-plane of directions, $2v/\pi$. The density is $(J_++J_-)/(2v/\pi)$. Both streams have slope $-J/\lambda$, so
\begin{equation}
\frac{dn}{dx}=-\frac{2J}{\lambda}\,\frac{\pi}{2v}=-\frac{\pi J}{\lambda v},
\qquad D=\frac{\lambda v}{\pi}.
\end{equation}
Equating the two diffusion coefficients yields $\lambda=(\pi/2)\ell$. Here $\ell=2\times3.40/\pi=2.16$ nm. A scattering event leaves a carrier moving forward half of the time, which in one dimension gives $\lambda=2\ell$; the angular averages over the plane reduce the factor to $\pi/2$. This value is fixed by the diffusive limit. In a channel much shorter than $\ell$ the reflected fraction corresponds instead to $4\ell/\pi$.

\textbf{How good is the two-stream model?} Equation~(\ref{trans}) assumes that each stream keeps a fixed angular shape. A numerical solution of the transport equation for isotropic scattering drops this assumption. Between thicknesses of $6\ell$ and $12\ell$, the growth of $1/\mathcal T$ gives $\lambda/\ell=1.5715$ on a mesh of 300 cells. The excess over $\pi/2=1.5708$ is mesh error; the converged value is 1.5708. At the thickness of the example, $10/2.163=4.62$ mean free paths, it gives $\mathcal T=0.2509$ instead of $0.2536$. The mobility becomes 36.9 cm$^2$/Vs, about 1\% below the value from Eq.~(\ref{sum}). The shortfall depends on length: it is about 2\% for channels of 1 to 3 nm and 0.6\% at 20 nm.

\subsection*{(c) Dependence on channel length}

Since $\mu_B/\mu_d=L/\lambda$, Eq.~(\ref{sum}) can be written as
\begin{equation}
\mu=\mu_d\,\frac{L}{L+\lambda},\qquad
\frac{J}{V}=\frac{n\mu}{L}=\frac{n\mu_d}{L+\lambda}.
\label{length}
\end{equation}
For $L\gg\lambda$ the mobility tends to $\mu_d$, with a relative deficit $\lambda/(L+\lambda)$. For $L\ll\lambda$ it tends to $\mu_B$ and vanishes in proportion to $L$, while the conductance tends to the finite value $n\mu_d/\lambda=nv_T/(2kT)$. The ballistic and diffusive mobilities are equal at $L=\lambda=3.4$ nm.

With $\mu_d$ fixed, the combined mobility is 29.8, 37.3, 42.7 and 48.4 cm$^2$/Vs for lengths of 5, 10, 20 and 100 nm. The fall in short channels does not mean that scattering has become stronger; the scattering length is the same in all four cases.

The conductance still rises as the channel is shortened, but by less than the inverse length. From 20 to 10 nm it grows by $(20+3.4)/(10+3.4)=1.75$, and from 10 to 5 nm by $(10+3.4)/(5+3.4)=1.60$, instead of 2 each time. In this model the injection limit acts as an added length $\lambda$, which supplies 25\% of the resistance at 10 nm.

\subsection*{(d) Energy-dependent scattering}

At energy $E$ the injected current is weighted by the forward velocity and by the number of states:
\begin{equation}
\int_{p_x>0}d^2p\,\frac{p_x}{m}\,\delta\!\left(E-\frac{p^2}{2m}\right)
=\int_{-\pi/2}^{\pi/2}d\theta\,\cos\theta\;p
=2\sqrt{2mE}.
\end{equation}
Here $d^2p=p\,dp\,d\theta$, and the delta function contributes $m/p$. With the Boltzmann factor and $\varepsilon=E/kT$, the normalized average is
\begin{equation}
\langle g\rangle=\frac{2}{\sqrt\pi}\int_0^\infty d\varepsilon\,
\sqrt\varepsilon\,e^{-\varepsilon}g(\varepsilon).
\end{equation}
If the scattering is elastic, carriers of different energies cross the channel independently. Transmission at each energy then gives
\begin{equation}
\mu=\mu_B\left\langle\frac{\lambda}{\lambda+L}\right\rangle,\qquad
\mu_d=\frac{\mu_B}{L}\langle\lambda\rangle .
\label{average}
\end{equation}
The second relation is the long-channel limit, for finite $\langle\lambda\rangle$. The function $\lambda/(\lambda+L)$ has second derivative $-2L/(\lambda+L)^3<0$ with respect to $\lambda$. Its average therefore cannot exceed its value at the average argument, by Jensen's inequality:
\begin{equation}
\mu\le\mu_B\frac{\langle\lambda\rangle}{\langle\lambda\rangle+L}
=\left(\frac1{\mu_B}+\frac1{\mu_d}\right)^{-1}.
\end{equation}
Within this transmission model and at fixed $\mu_d$, the reciprocal sum is an upper bound.

For a constant scattering time $\tau$, $\lambda=(\pi/2)v\tau$ with $v=\sqrt{2\varepsilon kT/m}$. Since $\langle\sqrt\varepsilon\rangle=2/\sqrt\pi$,
\begin{equation}
\langle\lambda\rangle=\frac{\pi}{2}\,\tau\sqrt{\frac{2kT}{m}}\,
\frac{2}{\sqrt\pi}=\tau\sqrt{\frac{2\pi kT}{m}} .
\end{equation}
Insertion in Eq.~(\ref{average}), with $\mu_B/L=1/\sqrt{2\pi mkT}$, gives $\mu_d=\tau/m$, the Drude result. For 50 cm$^2$/Vs this means $\tau=14.2$ fs. The first average in Eq.~(\ref{average}), evaluated numerically, gives $\mu=36.1$ cm$^2$/Vs, 3\% below the reciprocal sum.

\subsection*{(e) What the simple result leaves out}

\textbf{Degeneracy.} Define the normalized Fermi integrals
\begin{equation}
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty
\frac{\varepsilon^j\,d\varepsilon}{1+e^{\varepsilon-\eta}},
\qquad \frac{dF_j}{d\eta}=F_{j-1},
\end{equation}
where $\eta$ is the Fermi level above the band edge in units of $kT$. The density is $n=NF_0(\eta)$, with $N$ the effective density of states. The weight $\sqrt\varepsilon$ found in (d) makes the injected current $\tfrac12v_TNF_{1/2}(\eta)$, which reduces to $nv_T/2$ for $\eta\to-\infty$. A small bias changes $\eta$ by $V/kT$ between the contacts, so $J=\tfrac12v_TNF_{-1/2}V/kT$. Division by $nV/L$ gives
\begin{equation}
\mu_B^{\rm deg}=\mu_B\,\frac{F_{-1/2}(\eta)}{F_0(\eta)} .
\end{equation}
With two equivalent valleys, a density of $10^{12}$ cm$^{-2}$ puts the Fermi level $2.3kT$ below the band edge, and $\mu_B^{\rm deg}=144$ cm$^2$/Vs. At $10^{13}$ cm$^{-2}$ it lies $0.4kT$ above the edge, and the value is 123 cm$^2$/Vs, 16\% below the nondegenerate one. With $\mu_d$ fixed and $\lambda$ independent of energy, the combined mobility at the higher density is 35.6 cm$^2$/Vs, a loss of 5\%. For a constant scattering time the loss from 36.1 cm$^2$/Vs is 4\%. The ballistic term supplies the smaller part of the resistance, so its changes are diluted.

\textbf{Temperature and mass.} Since $\mu_B\propto(mT)^{-1/2}$, heating to 358 K lowers it to 135 cm$^2$/Vs. A mass along the current of 0.4 or 0.6 gives 165 or 134 cm$^2$/Vs. With $\mu_d$ fixed, these two masses change the combined value to about 38 or 36 cm$^2$/Vs. In a real material $\mu_d$ would itself vary with temperature and mass.

\textbf{Drain bias.} At 50 mV, Eq.~(\ref{tanh}) gives a ballistic current 0.77 times its linear extrapolation. A mobility extracted at this bias from a ballistic channel would be 23\% too low. This factor does not carry over to the channel with scattering, where the field also alters $\mathcal T$.

\textbf{Tunnelling.} When the gate raises a barrier to turn the device off, carriers may also pass through it. For a flat barrier 0.3 eV high and 10 nm long, a WKB estimate of the tunnelling alone gives 1.5\% of the classical thermal current. It leaves out the matching of the wave at the edges of the barrier. For abrupt edges this raises the transmission at mid-barrier energies, by a factor of 4 at half the barrier height, but lowers it strongly just below the top, where the thermal tunnelling current is concentrated. It also turns back carriers with energies above the barrier. For perfectly abrupt edges the tunnelling is only about 0.1\% of the classical thermal current, and the reflection above the barrier reduces the total to less than half the classical thermal current. For a parabolic barrier of the same height and base length, the transmission formula for an unlimited inverted parabola raises the total current by 27\%, because the barrier is thin near its top. Cutting the parabola off at its base lowers this figure to 25\%. These figures concern the off-state current and are not corrections to the low-bias mobility.

\textbf{Validity of the semiclassical picture.} The collision broadening $\hbar/\tau$ is 0.046 eV, larger than $kT=0.026$ eV. The thermal de Broglie wavelength is 6.1 nm, larger than the mean free path of 2.2 nm and comparable with $L$. Carriers are thus not well described as particles moving freely between separate collisions. The combined value is an estimate whose quantum correction has not been calculated here.

\textbf{Comparison with a real channel.} The parameters lie in the rough regime of monolayer MoS$_2$, with two conduction valleys, a mass near 0.5 and room-temperature mobilities of some tens of cm$^2$/Vs. Real contacts add a resistance that the model with ideal reservoirs leaves out. At $10^{13}$ cm$^{-2}$ the modelled channel, including its ballistic term, has a resistance of 176 $\Omega\,\mu$m. An extra contact resistance of 200 $\Omega\,\mu$m in total is a rough and rather favourable assumption. If it is not subtracted, the apparent mobility falls to
\begin{equation}
35.6\times\frac{176}{176+200}\ \mathrm{cm^2/Vs}
\approx17\ \mathrm{cm^2/Vs}.
\end{equation}
This is less than half the combined mobility, a larger change than any other estimated here for the low-bias combined value. The values 147 and 37 cm$^2$/Vs therefore belong to the stated model with ideal contacts. The numerical output below lists the quantities used.

\section*{Computed results}
\begin{verbatim}
temperature                          300 K
channel length                       10.0 nm
channel length                       188.973 a.u.
effective mass                       0.50 electron masses
diffusive mobility, input            50.0 cm2/Vs
thermal energy kT                    0.02585 eV
thermal energy kT                    9.500435e-04 a.u.
mobility unit                        0.042544 cm2/Vs
thermal injection velocity           7.6087e+06 cm/s
ballistic mobility                   3459.01 a.u.
ballistic mobility                   147.16 cm2/Vs
ballistic mobility, state sum        147.16 cm2/Vs
combined mobility                    37.32 cm2/Vs
backscattering length                3.398 nm
mean free path                       2.163 nm
transmission                         0.2536
slab: backscattering / free path     1.5715
slab: transmission                   0.2509
slab: combined mobility              36.93 cm2/Vs
constant time: combined mobility     36.09 cm2/Vs
L =   5.0 nm: ballistic, combined    73.6, 29.77 cm2/Vs
L =  20.0 nm: ballistic, combined    294.3, 42.74 cm2/Vs
L = 100.0 nm: ballistic, combined    1471.6, 48.36 cm2/Vs
valleys in density of states         2
density 1e+12 cm-2: Fermi level    -2.333 kT
   ballistic, combined mobility      144.4, 37.14 cm2/Vs
density 1e+13 cm-2: Fermi level    0.422 kT
   ballistic, combined mobility      123.1, 35.56 cm2/Vs
ballistic mobility at 358 K          134.7 cm2/Vs
ballistic, transport mass 0.4        164.5 cm2/Vs
ballistic, transport mass 0.6        134.3 cm2/Vs
drain bias for linearity check       50 mV
ballistic current / linear law       0.773
barrier height for tunnelling        0.30 eV
flat barrier: tunnel/thermal (WKB)   0.0154
parabolic barrier: total/classical   1.271
channel resistance at 1e13 cm-2      175.5 ohm um
extra contact resistance, assumed    200 ohm um
apparent two-terminal mobility       16.62 cm2/Vs
scattering time, constant-time model 14.21 fs
collision broadening hbar/tau        0.0463 eV
thermal de Broglie wavelength        6.09 nm
\end{verbatim}
